# Phonon-assisted absorption edges of an indirect semiconductor

Whoever fits the weak absorption tail of an indirect semiconductor must decide whether one power law with one gap will do, or whether two edges with temperature-dependent weights are needed. The choice can move the fitted gap by tens of meV when the phonon energy is of that size. The form of the two edges follows from second-order perturbation theory, and the derivation also shows when the quadratic law itself cannot be trusted.

Take a pure crystal with a filled valence band whose maximum lies at the zone centre, and $g$ equivalent empty conduction valleys elsewhere in the zone. Write the photon energy as $E=\hbar\omega$, the indirect gap as $E_g$, and the energy of the phonon that connects the extrema as $E_p=\hbar\Omega$. The photon wavevector is negligible on the scale of the zone, so light alone cannot carry an electron from the valence top to a valley. A phonon supplies the missing wavevector and is either absorbed or emitted. If the hole has kinetic energy $u$ and the electron kinetic energy $w$, energy conservation reads

$$E_g+u+w=E\pm E_p ,$$

with the upper sign for phonon absorption. The kinetic energy shared by the pair is therefore

$$x_a=E-E_g+E_p,\qquad x_e=E-E_g-E_p ,$$

for absorption and emission respectively. Each process needs a non-negative $x$, so the thresholds are $E_g-E_p$ and $E_g+E_p$.

The weights of the two processes come from the lattice oscillator. The coupling is proportional to its displacement, hence to $b+b^\dagger$. For a mode holding $n$ phonons, the squared matrix elements of $b$ and $b^\dagger$ are $n$ and $n+1$. In thermal equilibrium the probability of $n$ phonons is proportional to $q^n$, with $q=e^{-E_p/kT}$. Using $\sum q^n=1/(1-q)$ and $\sum nq^n=q/(1-q)^2$,

$$N=\langle n\rangle=\frac{q}{1-q}=\frac{1}{e^{E_p/kT}-1},\qquad \langle n+1\rangle=N+1 .$$

The extra 1 is spontaneous emission, which remains possible in a cold lattice.

The electronic part of the amplitude involves four states: the valence top $v$, a conduction state $m$ at the zone centre, the valley state $c$, and the valence state $u_0$ at the valley wavevector. At the start $v$ and $u_0$ are filled. In the first route light lifts an electron from $v$ to $m$, and a phonon takes it on to $c$. In the second, light lifts the electron of $u_0$ to $c$, and a phonon moves the electron of $v$ into the hole left behind. Both end with a hole in $v$ and an electron in $c$. Light acting within a single band is left out, since its effect is proportional to the band velocities at $v$ and $c$, which vanish at the extrema. Away from them it adds a part that grows as the cube of the excess energy, so the omission is justified only near the edges. Within these four states the phonon then cannot act first: $u_0$ is filled, which blocks $v\to u_0$, and $m$ is empty, which leaves nothing to scatter into $c$.

Let $E_1$ and $E_2$ be the vertical gaps at the zone centre and at the valley wavevector. After the photon has been absorbed, the intermediate state lies above the initial one by $E_1-E$ or $E_2-E$. The routes have a relative sign. With $a^\dagger$ and $a$ creating and removing electrons, the first contains

$$a_c^\dagger a_m\,a_m^\dagger a_v=a_c^\dagger a_v$$

when $m$ is empty. The second contains

$$a_{u_0}^\dagger a_v\,a_c^\dagger a_{u_0}
=a_v a_c^\dagger\,a_{u_0}^\dagger a_{u_0}
=-a_c^\dagger a_v$$

when $u_0$ is filled: two exchanges bring $a_{u_0}^\dagger$ to the right, and one more reorders $a_v$ and $a_c^\dagger$. Let $p_1,p_2$ be the momentum matrix elements along the light polarization and $D_1,D_2$ the deformation potentials, in energy per length. Apart from an overall sign, the combination that enters is

$$S=\frac{p_1D_1}{E_1-E}-\frac{p_2D_2}{E_2-E}.$$

The phonon acts last in both routes, so at a given photon energy $S$ is the same for phonon absorption and emission. Further bands can add routes in which the phonon acts first. Their denominators contain $E_p$ with opposite signs for the two processes, so the ratio $N:(N+1)$ then holds only as far as $E_p$ is small beside those denominators.

For the light take the vector potential $A_0\cos\omega t$, whose electric amplitude is $\omega A_0$, and the coupling $eA\,p/m$, with $m$ the free-electron mass when it stands alone. The part of the cosine that absorbs a photon has amplitude $A_0/2$. In a crystal of volume $V$ and mass density $\rho$, the zero-point displacement of a mode gives the squared factor $\hbar/(2\rho V\Omega)$. The squared amplitude for one pair is then

$$|\mathcal A|^2=\frac{e^2A_0^2}{4m^2}\,\frac{\hbar}{2\rho V\Omega}\,|S|^2
\times\{N\ \text{or}\ N+1\}.$$

It remains to count the pairs. In a direct transition the electron and hole share one wavevector, and the number of final states grows as the square root of the excess energy. Here a phonon exists for every difference of wavevectors, so the electron and the hole choose theirs independently. For a parabolic band of mass $m_i$, the states of one spin below kinetic energy $u$ number $k^3/(6\pi^2)$ per volume, with $k=\sqrt{2m_iu}/\hbar$. Differentiation gives the density

$$g_i(u)=\frac{1}{4\pi^2}\left(\frac{2m_i}{\hbar^2}\right)^{3/2}\sqrt u .$$

An ellipsoidal valley has the same density if $m_c=(m_lm_t^2)^{1/3}$, since rescaling the axes turns the ellipsoid into a sphere of equal volume. The pair density at total kinetic energy $x$ is the convolution $J(x)=\int_0^x g_v(u)\,g_c(x-u)\,du$. Substituting $u=x\sin^2\theta$,

$$\int_0^x\!\sqrt{u(x-u)}\,du
=2x^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta
=\frac{x^2}{2}\int_0^{\pi/2}\!\sin^2 2\theta\,d\theta=\frac{\pi x^2}{8}.$$

The prefactors multiply to $8(m_vm_c)^{3/2}/(16\pi^4\hbar^6)$, and so

$$J(x)=\frac{(m_vm_c)^{3/2}}{16\pi^3\hbar^6}\,x^2 .$$

The square in the absorption law thus comes from two independent three-dimensional bands sharing one energy. It also requires $S$ to stay finite at the extrema. If symmetry made $S$ vanish there and grow in proportion to the hole wavevector, $|S|^2$ would bring a factor $u$. The integrand above is symmetric about $u=x/2$, so the mean of $u$ is $x/2$, the integral becomes $\pi x^3/16$, and the edge is cubic.

The golden rule gives the rate $W$ as $2\pi/\hbar$ times the squared amplitude times the number of final pairs per energy. That number is $2gV^2J$, with 2 for spin. One factor $V$ cancels against the phonon coupling:

$$\frac WV=\frac{2\pi}{\hbar}\,\frac{e^2A_0^2}{4m^2}\,\frac{\hbar}{2\rho\Omega}\,|S|^2\,2g\,
\big[N J(x_a)+(N+1)J(x_e)\big].$$

The absorption coefficient is the absorbed power per volume, $\hbar\omega W/V$, divided by the intensity $\tfrac12 n_r c\,\varepsilon_0\omega^2A_0^2$, where $n_r$ is the refractive index. The field amplitude cancels. Collecting factors, and using $\hbar/\Omega=\hbar^2/E_p$,

$$\alpha(E)=B(E)\big[N x_a^2\,\theta(x_a)+(N+1)x_e^2\,\theta(x_e)\big],$$

$$B(E)=\frac{g\,e^2(m_vm_c)^{3/2}|S|^2}{16\pi^2 n_r\varepsilon_0c\,m^2\,\omega\,\rho E_p\,\hbar^4},$$

where $\theta$ is the unit step. For a dielectric-function model, the imaginary part is $\varepsilon_2=n_rc\,\alpha/\omega$. Several phonon branches add, each with its own $E_p$, $N$ and $B$.

Upward transitions alone were counted, which requires a nearly empty conduction band. The ratio of the two weights is $(N+1)/N=e^{E_p/kT}$. In a cold crystal the lower edge disappears and absorption starts at $E_g+E_p$. For $kT\gg E_p$ both weights approach $kT/E_p$. In between, the lower edge leads at first because it has more excess energy, and the upper one overtakes it when $x_a/x_e=r$, with $r=e^{E_p/2kT}$. Solving $(E-E_g+E_p)=r(E-E_g-E_p)$ gives

$$E=E_g+E_p\,\frac{r+1}{r-1}.$$

For numbers, take rough typical values in the regime of crystalline silicon at 300 K: $E_g=1.12$ eV, one effective phonon of 58 meV, six valleys with masses $0.92m$ and $0.19m$, a valence mass of $0.80m$, $n_r=3.5$ and $\rho=2330$ kg/m³. The valley masses give $m_c=0.321m$. For the prefactor only the first route is kept, with $E_1=3.4$ eV, $2p_1^2/m=20$ eV and $D_1=10$ eV/Å. The last is an effective value, at the high end for scattering between valleys.

The thresholds are 1.062 eV (1167 nm) and 1.178 eV (1052 nm). The occupation is $N=0.1187$, so the weights differ by a factor 9.43. At $E=1.24$ eV the excess energies are 0.178 and 0.062 eV, and $B=1985$ cm⁻¹eV⁻². The two parts are

$$1985\times0.1187\times0.178^2=7.5\ \text{cm}^{-1},\qquad
1985\times1.1187\times0.062^2=8.5\ \text{cm}^{-1},$$

together 16 cm⁻¹. They are nearly equal because the crossing formula, with $r=\sqrt{9.43}=3.07$, puts the overtaking at 1.234 eV. At 1.16 eV the whole 2.2 cm⁻¹ comes from phonon absorption; at 1.30 eV emission supplies 33 of 47 cm⁻¹. With the gap held fixed, cooling to 100 K lowers $N$ to 0.0012 and raises the ratio of weights to 838.

In a single pass, 16 cm⁻¹ absorbs 0.16 % of the light in a 1 µm film and 55 % in a 500 µm wafer, reflections aside. The extinction coefficient is $1.3\times10^{-4}$. In this example the edge is thus a matter for transmission through thick samples, and a thin film would need a method sensitive to very small losses.

Where the free-pair law holds, it suggests how to read the gap from data. Between the thresholds $\sqrt\alpha$ is a straight line, if $B$ is constant, and cuts the axis at $E_g-E_p$. Extrapolate that line upward, subtract its square from $\alpha$, and take the root of the remainder; the new line cuts the axis at $E_g+E_p$. Applied to the noiseless model curve, with least-squares lines over 1.08–1.17 eV and 1.20–1.30 eV, this gives intercepts of 1.062 and 1.178 eV. Half their sum and half their difference return the gap and the phonon energy within about 0.1 meV.

That accuracy owes something to a flat $B$. With one route and constant $n_r$, $B\propto1/[E(E_1-E)^2]$, so

$$\frac{d\ln B}{dE}=-\frac1E+\frac{2}{E_1-E},$$

which vanishes at $E=E_1/3=1.13$ eV, in the middle of the edge region. Another direct gap would remove this coincidence.

A single line through the upper range behaves differently. With $y=E-E_g$ and $s=2N+1$, expanding both squares above the upper threshold gives

$$N(y+E_p)^2+(N+1)(y-E_p)^2
=s\left[\left(y-\frac{E_p}{s}\right)^2+E_p^2\left(1-\frac1{s^2}\right)\right].$$

Far above the edges the root approaches a line with intercept $E_g+E_p/s$, here 1.167 eV. At finite energy the second term in the bracket bends the root, and a tangent cuts the axis lower, by $E_p^2(1-1/s^2)/(y-E_p/s)$ for constant $B$. A least-squares line over 1.25–1.40 eV gives 1.159 eV for constant $B$ and 1.161 eV with the slowly rising $B$ of this example. It looks like a gap but lies 41 meV above the one put in.

So far the electron and hole ignore each other. Their attraction is a large correction in this example. A constant $S$ creates the pair at a single point, so each state of relative motion is weighted by its density at zero separation. Let $R$ be the exciton binding energy and $a$ the exciton radius, with $R=\hbar^2/(2\mu a^2)$ and $\mu$ the reduced mass. Without attraction, the masses of relative and centre-of-mass motion satisfy $\mu(m_v+m_c)=m_vm_c$, so the convolution of the two motions reproduces $\pi x^2/8$. With attraction, a Coulomb wave of unit incoming amplitude has the value $e^{\pi\eta/2}\Gamma(1-i\eta)$ at the origin, apart from a phase, where $\eta=\sqrt{R/\epsilon}$ and $\epsilon$ is the relative energy. Since $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$, the free factor $\sqrt\epsilon$ becomes

$$\sqrt\epsilon\,\frac{2\pi\eta}{1-e^{-2\pi\eta}}=\frac{2\pi\sqrt R}{1-e^{-2\pi\sqrt{R/\epsilon}}}.$$

The bound $s$ states at $-R/n^2$ have density $1/(\pi a^3n^3)$ at zero separation. Dividing by the constant $(2\mu/\hbar^2)^{3/2}/4\pi^2=1/(4\pi^2a^3R^{3/2})$ of the free density gives each the weight $4\pi R^{3/2}/n^3$. Hence $\pi x^2/8$ is replaced by

$$F(x)=\int_0^x\frac{2\pi\sqrt R\,\sqrt{x-\epsilon}}{1-e^{-2\pi\sqrt{R/\epsilon}}}\,d\epsilon
+\sum_n\frac{4\pi R^{3/2}}{n^3}\sqrt{x+\frac R{n^2}} ,$$

where $x\ge0$; below that the integral is absent, and only bound states with $x+R/n^2>0$ contribute. The Bose factors are untouched, but each edge now starts $R$ lower, as a square root.

With a rough silicon value $R=15$ meV, set separately from the masses above, numerical integration at 1.24 eV gives enhancements over the free-pair result of 4.3 for phonon absorption and 10 for emission, and the total rises from 16 to 120 cm⁻¹. Emission now overtakes absorption at about 1.18 eV instead of 1.234 eV. The shape changes too. If $F$ grows locally as $x^\nu$, the tangent to $\sqrt F$ has slope $\nu\sqrt F/(2x)$ and cuts the axis at $x(1-2/\nu)$. The local powers are 1.33 and 0.98 instead of 2, so for constant $B$ tangents drawn at 1.24 eV to the roots of the two separate parts would cut the axis about 90 and 64 meV below their free-pair thresholds. The two-line reading described earlier, applied to this curve over the same ranges, returns a gap of 1.07 eV and a phonon energy of 50 meV. The lower range now includes the emission edge, which starts at 1.163 eV; ending that range at 1.16 eV gives 1.06 eV and 57 meV instead. Either way the gap comes out 50 to 60 meV low, so the reading should not be trusted when binding matters.

Higher photon energy helps slowly. For $\epsilon\gg R$ the modified factor is $\sqrt\epsilon+\pi\sqrt R$, and the second term adds $\tfrac23\pi\sqrt R\,x^{3/2}$ to $F$. Relative to $\pi x^2/8$ the leading correction is $\tfrac{16}{3}\sqrt{R/x}$. Bringing this leading term to 10 % would take $x\approx2800R$, and the full correction about $3100R$, far outside the parabolic region for this $R$. When binding matters, the better fitting form keeps the two Bose-weighted edges and replaces each square by $8F/\pi$.

Set beside real silicon, whose absorption at this photon energy is roughly 60 cm⁻¹, the free-pair estimate is low and the exciton estimate high. Neither settles the prefactor. A second route with a vertical gap of 4.3 eV and equal coupling strengths would multiply the free-pair result by anything from 0.09 to 2.9, depending on relative phase. Real valence bands are warped and not parabolic; a mass of $1.15m$ in place of $0.80m$ gives a factor 1.7. The exciton formula, too, assumes simple isotropic bands. The model is therefore a guide to the structure of the edge, while its magnitude should be fitted.

Smaller corrections at 1.24 eV, each relative to the free-pair result, are these. A conduction dispersion $w(1+0.5w/\text{eV})=\hbar^2k^2/2m_c$ raises the absorption and emission parts by 11 % and 4 %. If the hole's kinetic energy is added to the virtual-state denominator, with a flat intermediate band, they fall by 8 % and 3 %. Light acting within a band, left out at the start, has the amplitude $D\,(p_c-p_v)/E$ with $p=m$ times the band velocity; if the phonon coupling $D$ between $v$ and $c$ equalled $D_1$, it would add about 9 % and 3 %. A second phonon of 18 meV, given 3 % of the main branch's prefactor, adds 15 % to the total, mainly because its occupation is 0.99; at that occupation the gain from its lower emission threshold and the loss from its higher absorption threshold nearly cancel. One kelvin of warming adds 0.4 % through the Bose factors and 0.6 % through an assumed gap drift of −0.26 meV/K, so a fit needs the sample temperature. Filling of the band edge is $4\times10^{-5}$ at $10^{15}$ electrons per cm³, and harmless. Hole wavevectors reach 0.17 of $2\pi/a_0$, with lattice constant $a_0=5.43$ Å, and the phonon must supply the difference between electron and hole wavevectors. With the electron moving along the heavy axis of its valley, the phonon wavevector strays by up to 0.25 of $2\pi/a_0$ from the one that joins the extrema, and a constant $E_p$ requires a phonon branch that is flat over that range.

All numerical values are calculated from the stated model.
